# Strain Needed to Split Silicon's Conduction Valleys by Four kT

A mobility calculation for a strained silicon layer must decide how many conduction valleys to carry. Unstrained silicon has six equivalent ones. If strain lifts four of them far enough above the other two, a near-equilibrium calculation can keep the lower pair and treat the rest as a small correction. A separation of $4kT$ is a reasonable threshold, and the question is how much strain it takes at 300 K.

The layer has its surface normal along the cube axis $z$, called out of plane. The valleys on the $z$ axis are the two out-of-plane valleys, $\Delta_2$; those on $x$ and $y$ are the four in-plane valleys, $\Delta_4$. The valley splitting is

$$D=E(\Delta_4)-E(\Delta_2),$$

where each energy is that of a valley minimum. The much finer splitting within the $\Delta_2$ pair is a different quantity and is not treated here. Strain is positive for extension.

## The estimate on the back of an envelope

A deformation potential is an energy shift per unit strain. With 9 eV, a strain difference of 1 % between the two directions separates the valleys by about 90 meV. At 300 K, $kT$ is about 26 meV, so the target is about 104 meV. The required difference is therefore a little over 1 %:

$$\frac{0.104\ \text{eV}}{9\ \text{eV}}\approx 0.012 .$$

This leaves three things open: why the difference of the strains counts and not their sum, which sign it must have, and how much in-plane strain a real layer needs to produce it.

## How one valley moves

Take the valley on the $z$ axis. For small strain its energy shift is linear in the strain components,

$$\delta E_z=\sum_{ij}A_{ij}\,\varepsilon_{ij},$$

with $A_{ij}$ symmetric. The position of the minimum also moves, but this does not matter at first order. If $k$ measures position along the axis as a fraction of the strained zone, and $k_0(\varepsilon)$ is the minimum, then

$$\frac{d}{d\varepsilon}E(k_0(\varepsilon),\varepsilon)=\frac{\partial E}{\partial\varepsilon}+\frac{\partial E}{\partial k}\,\frac{dk_0}{d\varepsilon}=\frac{\partial E}{\partial\varepsilon},$$

because $\partial E/\partial k=0$ at a minimum.

Symmetry fixes most of the coefficients. A half turn about $z$ leaves the valley in place but reverses $\varepsilon_{xz}$ and $\varepsilon_{yz}$. The energy cannot change, so $A_{xz}=A_{yz}=0$. A quarter turn, combined with the fractional translation that the silicon lattice requires, also leaves the valley in place. It exchanges $\varepsilon_{xx}$ with $\varepsilon_{yy}$ and reverses $\varepsilon_{xy}$. Hence $A_{xx}=A_{yy}$ and $A_{xy}=0$. What remains is

$$\delta E_z=A_{xx}(\varepsilon_{xx}+\varepsilon_{yy})+A_{zz}\,\varepsilon_{zz}.$$

Adding and subtracting $A_{xx}\varepsilon_{zz}$ gives

$$\delta E_z=A_{xx}(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+(A_{zz}-A_{xx})\,\varepsilon_{zz}.$$

With the names $\Xi_d=A_{xx}$ and $\Xi_u=A_{zz}-A_{xx}$ this reads

$$\delta E_z=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\varepsilon_{zz}.$$

The cubic symmetry of the unstrained crystal gives the valleys on $x$ and $y$ the same two constants, with $\varepsilon_{xx}$ or $\varepsilon_{yy}$ in the last term. The 9 eV of this problem is $\Xi_u$.

## From the splitting to the strain

Let the two in-plane strains be equal, $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel$, and write $\varepsilon_{zz}=\varepsilon_\perp$. The valleys start at the same energy, so

$$D=(\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_\parallel)-(\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_\perp)=\Xi_u(\varepsilon_\parallel-\varepsilon_\perp).$$

The trace term, which describes the change of volume, moves all six valleys together and cancels. Setting $D=4kT$ gives

$$\varepsilon_\perp-\varepsilon_\parallel=-\frac{4kT}{\Xi_u}=-\frac{0.1034\ \text{eV}}{9\ \text{eV}}=-1.149\ \%.$$

The minus sign says that the out-of-plane valleys are lowest when the layer is stretched in its plane relative to its normal. The envelope estimate came out slightly higher because it rounded upwards twice: first $kT=25.85$ meV to 26 meV, then the quotient 0.0116 to 0.012. The second rounding accounts for most of the difference.

The result is inversely proportional to $\Xi_u$. For 8 eV the magnitude is 1.293 %, and for 10 eV it is 1.034 %. Unless $\Xi_u$ is known to better than about 10 %, the answer deserves two figures at most: 1.1 %.

## What the layer must be given

The strain difference is not applied directly. A layer stretched in its plane contracts along its normal, and this contraction supplies part of the difference. With elastic constants $C_{11}$ and $C_{12}$, the normal stress is

$$\sigma_\perp=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel .$$

A free top surface requires $\sigma_\perp=0$, so $\varepsilon_\perp=-(2C_{12}/C_{11})\,\varepsilon_\parallel$. The inputs $C_{11}=166$ GPa and $C_{12}=64$ GPa, chosen to resemble silicon, make the ratio $2C_{12}/C_{11}=0.771$. Then

$$\varepsilon_\parallel-\varepsilon_\perp=1.771\,\varepsilon_\parallel,\qquad \varepsilon_\parallel=\frac{1.149\ \%}{1.771}=0.649\ \%,$$

and $\varepsilon_\perp=-0.500$ %. The in-plane strain is little more than half of the required difference.

The stress follows from a subtraction. The in-plane stress is $\sigma_\parallel=C_{11}\varepsilon_\parallel+C_{12}(\varepsilon_\parallel+\varepsilon_\perp)$. Subtracting $\sigma_\perp$ gives

$$\sigma_\parallel-\sigma_\perp=(C_{11}+C_{12}-2C_{12})\,\varepsilon_\parallel+(C_{12}-C_{11})\,\varepsilon_\perp=(C_{11}-C_{12})(\varepsilon_\parallel-\varepsilon_\perp).$$

Therefore

$$D=\frac{\Xi_u}{C_{11}-C_{12}}\,(\sigma_\parallel-\sigma_\perp).$$

With $C_{11}-C_{12}=102$ GPa, the required stress difference is $102\ \text{GPa}\times0.01149=1.17$ GPa. It can be an in-plane tension of 1.17 GPa with a free surface, or a compression of 1.17 GPa along the normal with free sides. The two loadings differ by a hydrostatic stress, which changes the volume and, at first order in the strain, leaves the splitting alone.

One way to apply the tension is to grow the silicon on a relaxed silicon–germanium crystal with a larger lattice constant. The lattice constants chosen as inputs, 0.543 nm for silicon and 0.566 nm for germanium, differ by 4.24 %. If the alloy's lattice constant varies linearly with composition, the germanium fraction is $0.649/4.24\approx0.15$. The lattice constant of the real alloy lies slightly below this straight line, so somewhat more germanium is needed.

## What four kT buys

Suppose the electrons are dilute and move in three dimensions, as in a layer thick enough for confinement to be ignored. Strain is assumed to leave the effective masses unchanged, so all six valleys have the same density of states. Each valley's population is then proportional to its Boltzmann factor. The share in the lower pair is

$$p=\frac{2}{2+4e^{-D/kT}}=\frac{1}{1+2e^{-D/kT}} .$$

Without strain this is one third. At $D=4kT$ it is 96.5 %. For large $D/kT$ the missing part is close to $2e^{-D/kT}$, so it falls exponentially with strain.

The formula can be turned round to serve another target. From $1/p-1=2e^{-D/kT}$,

$$\frac{D}{kT}=\ln\frac{2p}{1-p}.$$

A share of 90 % needs $\ln 18=2.89$, and hence a strain difference of magnitude $(2.89/4)\times1.149\ \%=0.83$ %. A share of 99 % needs $\ln198=5.29$, or 1.52 %. Whether $4kT$ is enough thus depends on the error that the transport calculation can tolerate.

At high density the Boltzmann factor must give way to the Fermi function. For $10^{19}$ cm$^{-3}$, with the splitting held at $4kT$ and the temperature at 300 K, the Fermi level lies $0.40\,kT$ above the lower valleys, and their share drops to 95.0 %. The reason is that the Fermi function equals the Boltzmann factor divided by $1+e^{(\mu-E)/kT}$, where $\mu$ is the Fermi level. This divisor is largest for the lowest states, so exclusion reduces the lower valleys' population by the larger factor.

Heating the layer to 400 K lowers the share more than this density does. A splitting fixed by strain at 103.4 meV is only $3.00\,kT$ at 400 K, and the dilute share falls to 90.9 %. Restoring $4kT$ at 400 K takes a difference of $-1.532$ %, larger by the ratio of the temperatures. Electrons heated by a strong field along the channel repopulate the upper valleys in a similar way, so the equilibrium shares should not be carried over to that case.

## Is the linear law good at one per cent?

The derivation kept first-order terms. Their adequacy can be examined in a band calculation that does not assume the law. The model crystal has the silicon structure and one local atomic potential,

$$v(q)=\frac{0.27\,(q^2-2.2)}{2.1\,e^{0.49q^2}-1},$$

in hartree, with $q$ in inverse bohr. The potential is scaled by the inverse of the cell volume under strain, and the wave functions are expanded in 113 plane waves. The model leaves out spin–orbit coupling, nonlocal potentials and any self-consistent response of the electrons. It has an indirect gap of 1.05 eV and valleys at 0.835 of the way from the zone centre to the zone boundary. This basis is not fully converged: with 411 plane waves the gap falls to 1.01 eV and the valleys move to 0.837.

Its deformation potential, found from a strain of $\pm0.1$ % along $z$ alone, is 7.98 eV. With 411 plane waves it falls to 7.89 eV. These values are 11 to 12 % below the 9 eV assumed here, and such a simple model cannot decide between them and 9 eV. It can test the form of the law. For strains along $x$, $y$ and $z$ in the proportion $0.9:-0.4:0.3$, scaled by $\pm0.1$ %, the splitting of every pair of axes followed the difference of the two strains to within 2 %.

At full size, the strain of a layer with a free surface was increased until the computed valleys were 103.4 meV apart. This took a difference of $-1.297$ %, against $-1.295$ % from the linear law with the model's own 7.98 eV. The change is 0.14 % of the linear result. Its size depends on basis and loading: it is 0.17 % with 411 plane waves, about 0.3 % for in-plane compression at a difference of 2 %, and about 0.9 % for compression along the normal with free sides at a difference of 1.3 %. In this model and for these loadings, nonlinearity is small beside the uncertainty of $\Xi_u$. The comparison covers strain along the cube axes. Shear drops out of the valley energies at first order by the symmetry argument above, but its second-order effect has not been examined.

## A thin inversion layer

In a transistor channel the electrons are pressed against the gate oxide, and this splits the valleys even without strain. Let the potential energy rise as $qFz$ from an impenetrable wall at $z=0$, where $q$ is the elementary charge, $F$ the field and $m$ the mass along the normal:

$$-\frac{\hbar^2}{2m}\psi''+qFz\,\psi=E\psi,\qquad \psi(0)=0 .$$

Choose the length $\ell=(\hbar^2/2mqF)^{1/3}$ and the variable $s=z/\ell-E/(qF\ell)$. Since $\hbar^2/(2m\ell^2)=qF\ell$, dividing the equation by $qF\ell$ turns it into $d^2\psi/ds^2=s\psi$. The solution that decays away from the wall is the Airy function $\mathrm{Ai}(s)$. Its first zero is at $s=-a_1$ with $a_1=2.3381$, and it must fall at $z=0$. Therefore $E/(qF\ell)=a_1$, or

$$E_0=a_1\left(\frac{\hbar^2}{2m}\right)^{1/3}(qF)^{2/3}.$$

The out-of-plane valleys have their heavy mass, roughly 0.92 electron masses, along the normal. The in-plane valleys have the light one, roughly 0.19. At 0.5 MV/cm the lowest levels are 109.8 meV and 185.7 meV above their band edges. Confinement thus lowers $\Delta_2$ relative to $\Delta_4$ by 75.9 meV, or $2.94\,kT$, with the same sign as in-plane tension.

If strain shifts each band edge rigidly and leaves the masses alone, the two splittings add. Strain then has to supply only $103.4-75.9=27.5$ meV, and the required difference shrinks to

$$\varepsilon_\perp-\varepsilon_\parallel=-\frac{0.0275\ \text{eV}}{9\ \text{eV}}\approx-0.31\ \%.$$

Because the confinement splitting grows as $F^{2/3}$, this model reaches $4kT$ with no strain at $0.5\times(103.4/75.9)^{3/2}\approx0.8$ MV/cm.

The meaning of $4kT$ also changes a little. In a two-dimensional subband the density of states is set by the masses in the plane. It is proportional to 0.19 for a $\Delta_2$ valley and to $\sqrt{0.92\times0.19}=0.42$ for a $\Delta_4$ valley, a ratio of 2.2. Counting only the lowest subband of each kind, the dilute share at $4kT$ is $1/(1+2\times2.2\,e^{-4})\approx93$ %, somewhat less than in the thick layer. In a channel that is switched on the electrons are often not dilute, and the filling of the lower subbands then reduces the share further.

In-plane compression reverses the sign of the strain splitting. In a thick layer $\varepsilon_\perp-\varepsilon_\parallel=+1.149$ % puts the four in-plane valleys lowest by $4kT$. In the inversion layer, strain must first overcome confinement. It has to supply $103.4+75.9=179.3$ meV, which needs a difference of about $+2.0$ %.

## Beside a real device

The material values used here are rough ones for silicon, and 0.5 MV/cm is a rough field for a channel that is switched on. In-plane strains of some tenths of a per cent and stresses near 1 GPa lie within the range of strained-silicon technology. In a transistor the absence of confinement is a poor assumption: at the stated field, including it through the triangular well moves the required difference from about 1.1 % to about 0.3 % in magnitude. That second figure is itself approximate. The channel's own electrons screen the field with depth, so the real well is shallower than a straight line drawn with the surface field, and its levels lie lower. Their separation is smaller too, because the state with the light mass reaches farther from the wall and is lowered more by the screening. Nor is the gate oxide an impenetrable wall: the wave function enters it a little, more so for the light mass, and this reduces the separation further. The strain difference still needed can therefore be well above 0.3 %. A grown layer can also lose strain by forming dislocations, and $D$ then falls in proportion to the strain that remains. At 0.65 % in-plane strain the equilibrium critical thickness from the Matthews–Blakeslee force balance is only about 16 nm; thicker layers keep their strain only in a metastable state. Between hard walls 16 nm apart, confinement adds about 6 meV to the separation of the lowest levels and raises the dilute share from 96.5 % to about 97 %, so such a layer is close to, but not in, the unconfined limit.

For the decision about valleys, the 1.1 % criterion therefore applies to a thick, unconfined layer near equilibrium at 300 K. For an inversion layer, the subband levels should be computed first and strain asked to supply the remainder. The numerical output below lists the values used.

## Computed values

```
INPUTS (material values rough)
temperature: 300 K
deformation potential Xi_u: 9.0 eV
elastic constants C11, C12: 166, 64 GPa
lattice constants Si, Ge: 0.543, 0.566 nm
masses long., transv.: 0.92, 0.19 m_e
MAIN RESULT
kT: 25.85 meV
splitting 4kT: 103.4 meV
eps_perp - eps_par: -1.149 %
LAYER WITH FREE TOP SURFACE
2 C12/C11: 0.771
eps_par: 0.649 %
eps_perp: -0.500 %
biaxial modulus: 180.7 GPa
in-plane stress: 1.17 GPa
Ge-Si lattice mismatch: 4.24 %
Ge fraction of relaxed substrate: 0.153
SHARE OF ELECTRONS IN THE TWO LOWER VALLEYS
no strain: 33.3 %
4kT, dilute: 96.5 %
density of the dense case: 1.0e+19 cm^-3
Fermi level above lower valleys: 0.40 kT
4kT, dense case: 95.0 %
TEMPERATURE OF USE
hot device: 400 K
same splitting when hot: 3.00 kT
dilute share when hot: 90.9 %
difference for 4kT when hot: -1.532 %
UNCERTAINTY OF Xi_u
difference for Xi_u = 8 eV: -1.293 %
difference for Xi_u = 10 eV: -1.034 %
BAND MODEL (tests the law, not the 9 eV)
plane waves: 113
indirect gap: 1.05 eV
valley position: 0.835 of Gamma-X
model Xi_u: 7.98 eV
difference for 4kT, linear law: -1.295 %
difference for 4kT, full bands: -1.297 %
change due to nonlinearity: 0.14 %
CONFINEMENT (triangular well, hard wall)
field: 0.5 MV/cm
first Airy root a1: 2.3381
lowest level, out-of-plane valleys: 109.8 meV
lowest level, in-plane valleys: 185.7 meV
confinement splitting: 75.9 meV
same in units of kT: 2.94
difference still needed: -0.305 %
```
